# Why the resistivity slope follows magnetic specific heat above the Curie point

**Question.** A ferromagnetic metal is cooled towards its Curie temperature $T_c$ from above. Spin fluctuations of long wavelength grow without limit there, and they scatter electrons. Why does the slope $d\rho/dT$ of the magnetic resistivity nevertheless follow the magnetic specific heat, rather than the much faster growth of those long waves?

**Mechanism.** A scattering event degrades the current in proportion to the forward momentum it removes. Long-wave fluctuations turn an electron through a small angle and remove little. Strong resistance comes from large momentum transfers, which probe the relative orientation of spins a few lattice spacings apart. The exchange energy is also set by the relative orientation of close spins. Resistivity and energy therefore respond to temperature through the same short-range correlations.

**From scattering to correlations**

Take $N$ sites carrying spins $s_{\mathbf R}=\pm1$, zero field and $T>T_c$, so that $\langle s_{\mathbf R}\rangle=0$. An electron couples to each spin with energy $V$; its own spin fixes the sign, which drops out below. For plane waves $\mathbf k$ and $\mathbf k'$, with $\mathbf q=\mathbf k-\mathbf k'$, the matrix element is $M=\pm(V/N)\sum_{\mathbf R}s_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}$. Its thermal mean square is

$$\langle|M|^2\rangle=\frac{V^2}{N}S(\mathbf q),\qquad S(\mathbf q)=\sum_{\mathbf R}\Gamma(\mathbf R)e^{i\mathbf q\cdot\mathbf R},\qquad \Gamma(\mathbf R)=\langle s_0s_{\mathbf R}\rangle,$$

because the double sum over sites depends on separations alone, and one of its sums gives a factor $N$.

Assume weak scattering (Born approximation), spin energies small against $k_BT$ (elastic scattering), and a spherical Fermi surface that the current shifts rigidly. The golden rule, weighted by the lost fraction $1-\cos\theta$ of forward momentum, gives

$$\frac1\tau=\frac{2\pi}{\hbar}V^2D\;\frac12\int_0^\pi\sin\theta\,d\theta\,(1-\cos\theta)\,S(q).$$

Here $D$ is the density of states per atom and per spin direction, and $S(q)$ is averaged over the directions of $\mathbf q$. Elastic scattering has $q=2k_F\sin(\theta/2)$, hence $q^2=2k_F^2(1-\cos\theta)$ and $q\,dq=k_F^2\sin\theta\,d\theta$. The angular integral becomes

$$\frac12\int_0^{2k_F}\frac{q\,dq}{k_F^2}\,\frac{q^2}{2k_F^2}\,S(q)=\int_0^{2k_F}\frac{4q^3\,dq}{(2k_F)^4}\,S(q)=\frac{\rho}{\rho_0}.$$

For uncorrelated spins $S=1$ and the integral is 1, so $\rho_0=m/(ne^2\tau_0)$ with $1/\tau_0=2\pi V^2D/\hbar$. One factor $q^2$ comes from the lost momentum and one factor $q$ from the available angles; together they suppress small $q$.

To return to real space, average $e^{i\mathbf q\cdot\mathbf R}$ over directions, which gives $\sin(qR)/(qR)$. With $u=q/2k_F$ and $x=2k_FR$,

$$\frac{\rho}{\rho_0}=1+\sum_{\mathbf R\ne0}F(2k_FR)\,\Gamma(\mathbf R),\qquad F(x)=\frac4x\int_0^1u^2\sin(xu)\,du.$$

Two integrations by parts, $\int_0^1u^2\sin(xu)\,du=-\frac{\cos x}{x}+\frac2x\int_0^1u\cos(xu)\,du$ and $\int_0^1u\cos(xu)\,du=\frac{\sin x}{x}+\frac{\cos x-1}{x^2}$, yield

$$F(x)=\frac4x\left[-\frac{\cos x}{x}+\frac{2\sin x}{x^2}+\frac{2(\cos x-1)}{x^3}\right].$$

**From correlations to specific heat**

Let the spins form a simple cubic lattice of spacing $a$ with nearest-neighbour exchange, $H=-J\sum_{\langle ij\rangle}s_is_j$. There are three bonds per site, so the energy and specific heat per site are

$$U=-3J\,\Gamma(a),\qquad C=\frac{dU}{dT}=-3J\frac{d\Gamma(a)}{dT}.$$

The six nearest neighbours therefore contribute $6\rho_0F(2k_Fa)\,d\Gamma(a)/dT=-2\rho_0F(2k_Fa)\,C/J$ to $d\rho/dT$. Within this model, that part is proportional to $C$ at every temperature above $T_c$.

Farther pairs need an argument. Let $t=T/T_c-1$, and let $\xi\propto t^{-\nu}$ be the correlation length. If $R\ll\xi$, the product $s_0s_{\mathbf R}$ is a local quantity on the scale of the critical fluctuations, and it is unchanged when all spins flip. The leading fluctuating quantity with these two properties is the energy density. The scaling theory of critical points thus gives each such pair the singularity of the energy,

$$\Gamma(\mathbf R,T)=\Gamma_c(\mathbf R)+\text{smooth terms}-A_{\mathbf R}\,t^{1-\alpha},$$

where $\alpha$ is the specific-heat exponent, $C_{\rm sing}\propto t^{-\alpha}$. Differentiating this for $\mathbf R$ and for a nearest neighbour, and dividing, gives $(d\Gamma(\mathbf R)/dT)_{\rm sing}=-(A_{\mathbf R}/A_a)\,C_{\rm sing}/3J$. Consequently

$$\frac{d\rho}{dT}=B\,C+\text{less singular terms},\qquad B=-\frac{\rho_0}{3J}\sum_{\mathbf R\neq0}F(2k_FR)\frac{A_{\mathbf R}}{A_a}.$$

Scaling also fixes how $A_{\mathbf R}$ grows. In $d$ dimensions $\Gamma=R^{-(d-2+\eta)}g(R/\xi)$, and a term $t^{1-\alpha}$ requires $(R/\xi)^{(1-\alpha)/\nu}$ in $g$. Hence $A_{\mathbf R}\propto R^{(1-\alpha)/\nu-(d-2+\eta)}$.

The exactly solved planar Ising model tests both claims. It has $\alpha=0$ with a logarithm, so $t^{1-\alpha}$ becomes $t\ln(1/t)$, and $\nu=1$, $\eta=1/4$ predict growth as $R^{3/4}$. For diagonal pairs $(n,n)$ with $n=1,2,4,8$, the logarithmic amplitudes are 1.414, 2.401, 4.049 and 6.814 times that of nearest neighbours. Computed over two successive decades, from $t=10^{-4}$ to $10^{-6}$, they agree within a relative $2\times10^{-4}$. Between $n=4$ and $n=8$ the growth exponent is 0.751.

**Why the long waves do not spoil the result**

Since $A_{\mathbf R}$ grows while $F$ oscillates, the sum for $B$ is best understood as the integral over $q$. For $q\lesssim1/\xi$, $S$ is of order $\xi^{2-\eta}$, and this critical core contributes

$$\int_0^{1/\xi}q^3\,\xi^{2-\eta}\,dq\sim\xi^{-(2+\eta)}\propto t^{\nu(2+\eta)}.$$

Its slope varies as $t^{\nu(2+\eta)-1}$. Dividing by $C\propto t^{-\alpha}$, and using the three-dimensional scaling relation $\alpha=2-3\nu$, leaves the exponent $\nu(2+\eta)-1+2-3\nu=1-\nu(1-\eta)$. For the cubic Ising model, with $\nu\approx0.63$ and $\eta\approx0.04$, this is about 0.4. The core loses to $C$ as $t\to0$, but slowly. Smooth terms in the slope lose more slowly still, as $t^{\alpha}$ with $\alpha\approx0.11$, so the ratio of slope to $C$ should drift before it settles at $B$.

The sign follows from a sum rule. The average of $S(\mathbf q)$ over the Brillouin zone is $\Gamma(0)=1$. Cooling builds up small $q$ and must deplete the rest. If the sphere $q<2k_F$ covers most of the zone but stops short of the shortest reciprocal vector $G$, the loss at large $q$ outweighs the gain at small $q$. Resistivity then falls on cooling, and $B>0$. This is a plausibility argument; for a given metal the sign has to be computed.

**A number for $B$**

Let $\hat\rho$ be the sum for $\rho$ before thermal averaging, with $s_0s_{\mathbf R}$ averaged over all starting sites. Differentiating $\langle\hat\rho\rangle=\sum\hat\rho\,e^{-\beta H}/\sum e^{-\beta H}$ gives $d\langle\hat\rho\rangle/d\beta=-\mathrm{Cov}(\hat\rho,H)$. With $d\beta/dT=-1/k_BT^2$,

$$\frac{d\rho}{dT}=\frac{\mathrm{Cov}(\hat\rho,H)}{k_BT^2},\qquad C=\frac{\mathrm{Var}(H)}{Nk_BT^2},\qquad \frac{d\rho/dT}{C}=N\frac{\mathrm{Cov}(\hat\rho,H)}{\mathrm{Var}(H)}.$$

The last ratio, called $B$ at finite $t$ too, is a regression slope: the average change of $\hat\rho$ per unit change of the energy per site in thermal fluctuations.

Take round parameters in the regime of nickel, all rough: $T_c=630$ K, $a=0.22$ nm, 0.5 carriers per atom and $V=0.50$ eV. Then $E_F=4.75$ eV and $2k_Fa=4.91$, below $Ga=6.28$. Free electrons have $D=3(0.5)/(4E_F)=0.079$ per eV, so

$$\tau_0=\frac{\hbar}{2\pi V^2D}=\frac{0.658\ \text{eV fs}}{2\pi(0.25)(0.079)\ \text{eV}}=5.3\ \text{fs},\qquad \rho_0=14.3\ \mu\Omega\,\text{cm}.$$

For nearest neighbours $F=-0.110$. With the model's established critical coupling, $J/k_B=0.22165\times630=139.6$ K, they supply $2(14.25)(0.110)/139.6=0.0225$ to $B$, in $\mu\Omega\,$cm/K per unit of $C/k_B$. Monte Carlo sampling of $12^3$ spins includes the farther pairs:

| $t$ | $C/k_B$ | $d\rho/dT$ ($\mu\Omega\,$cm/K) | $B$ | $\xi/a$ |
|---|---|---|---|---|
| 0.05 | 0.481 | 0.0169 | 0.0351 | 3.2 |
| 0.08 | 0.345 | 0.0119 | 0.0346 | 2.4 |
| 0.15 | 0.237 | 0.0080 | 0.0339 | 1.7 |
| 0.25 | 0.162 | 0.0054 | 0.0333 | 1.2 |
| 0.50 | 0.091 | 0.0029 | 0.0316 | 0.8 |

From $t=0.50$ to 0.05, $C$ grows by a factor 5.3 in this box (about 4.6 in a larger one, see below) and $B$ by only 1.11. The nearest-neighbour part of $B$ is constant, so the drift comes from farther pairs. In the same box, between $t=0.15$ and 0.08, the slope grows by 1.49 and $C$ by 1.46, while the long-wave strength $S(0)$ grows by 1.98. As a test of the covariance formula, the slope at $t=0.20$ is 0.00649 $\mu\Omega\,$cm/K, against 0.00646 from the difference between separate runs at 0.15 and 0.25.

The statistical error of $B$ is below 1%, but the finite box matters more near $T_c$. At $t=0.05$ a box of $8^3$ spins gives $C/k_B=0.630$ and $B=0.0307$, and one of $24^3$ spins gives about 0.42 and 0.035. In the first row $C$ and the slope are therefore both about 15% too large, and in the second row by roughly 5%, while their ratio $B$ shifts by only 1 to 2%.

The mechanism is visible in $S(\mathbf q)$. On cooling from $t=0.50$ to 0.05, it rises from 3.5 to 12.0 at the smallest nonzero $q$ of the box, and falls from 0.49 to 0.37 at the zone corner. The region $qa<0.6$, about twice $a/\xi$ at $t=0.05$, holds too few wavevectors of the $12^3$ box for a reliable share. In a box of $24^3$ spins it contributes about $-4\%$ of the slope.

**Where the result changes**

With few carriers the Fermi sphere sees long waves alone. For $2k_Fa=1.0$, $d(\rho/\rho_0)/d(k_BT/J)$ is negative at both $t=0.50$ and 0.05: resistivity rises on cooling. Few wavevectors of the box fit into so small a sphere, so only the sign is reliable. The law needs $\xi$ much longer than the distance $1/2k_F$ that the electrons resolve. Even at 0.05, $2k_F\xi$ is only 3.2, so the condition $2k_F\xi\gg1$ is not met. In the main case it is about 16.

For $2k_Fa=7.08$, beyond $Ga$, electrons also scatter through $\mathbf q\approx\mathbf G$. The lattice repeats the critical peak of $S$ there, where the weight is no longer small. In the $12^3$ box the same slope is then $-0.040$ at $t=0.05$, against $+0.166$ in the main case, so $B$ has changed sign; a box of $24^3$ spins gives about $-0.033$ against $+0.144$. At $t=0.50$ this slope is zero within error, so here it does not follow $C$ over the range of the table.

**Beside real nickel**

Nickel is face-centred cubic, has d bands at the Fermi level and has nearly isotropic spins, so the value of $B$ above is not a prediction for it. For isotropic spins in three dimensions $\alpha$ is slightly negative: $C$ has a finite cusp, and the proportionality concerns the singular parts, beside smooth backgrounds. Phonons add a large background of this kind. A rough coupling of 0.2 gives a slope of 0.012 $\mu\Omega\,$cm/K, as large as the magnetic slope at $t=0.08$. It must be subtracted before comparison, as must the nonmagnetic specific heat.

Other omissions differ in weight. A mean free path of 4.4 nm damps distant pairs and lowers the slope at $t=0.05$ by about 5%. A spin energy of 50 meV, or $0.92\,k_BT_c$, would lower the scattering rate by 13%, but one of 100 meV would lower it by 40%. Short-wave spin fluctuations in a real metal can reach such energies, so the assumption of elastic scattering has to be checked for each material. Thermal blurring of the Fermi surface is of order $k_BT_c/E_F=0.011$. An interconnect on a chip runs far below 630 K, so a nickel line there is ferromagnetic and outside this derivation; the law applies to a magnetic conductor used just above its own $T_c$. The figures for the $12^3$ box are in the numerical output.

## Table of computed values

```
Inputs: Tc = 630 K, spacing = 0.22 nm, carriers/atom = 0.5
Exchange V = 0.50 eV; critical J/(kB Tc) = 0.2216546
Fermi wavevector = 11.16 1/nm; Fermi energy = 4.75 eV
2 kF a = 4.911; shortest G a = 6.283
States per spin, atom, eV: formula 0.0790, counted 0.0795
Spin scattering time = 5.30 fs; rho0 = 14.25 micro-ohm cm
Shell 1: sites  6, F = -0.1100, sites*F = -0.660
Shell 2: sites 12, F = -0.0515, sites*F = -0.618
Shell 3: sites  8, F = +0.0414, sites*F = +0.331
Shell 4: sites  6, F = +0.0333, sites*F = +0.200
Planar Ising, K=0.2: Gamma(1,0), (1,1), (2,2)
  exact formula:    0.214114 0.084662 0.010726
  transfer matrix:  0.214118 0.084666 0.010736
Planar log amplitudes of -dGamma/dt, in units of nearest neighbour
  pairs (n,n), n = 1,2,4,8: 1.4142 2.4008 4.0488 6.8142
  nearest-neighbour amplitude = 0.5611
  largest change over one decade of t = 1.6e-04 (relative)
  growth exponent with distance = 0.7511 (theory 3/4)
Binder ratios, L=4 and 8: t=-0.05: 0.558 0.625; t=+0.05: 0.421 0.273
Cubic Ising, L=12; slope in micro-ohm cm/K; B = slope/(C/kB)
  t     T(K)   C/kB  +-      slope    B        +-      xi/a  S(0)
  0.05  661.5  0.4812 0.0092  0.01690  0.03513  0.00011  3.18  44.42
  0.08  680.4  0.3447 0.0048  0.01193  0.03460  0.00011  2.41  26.94
  0.15  724.5  0.2365 0.0031  0.00803  0.03394  0.00009  1.69  13.62
  0.20  756.0  0.1924 0.0021  0.00649  0.03374  0.00013  1.37  9.90
  0.25  787.5  0.1615 0.0029  0.00538  0.03329  0.00016  1.23  7.94
  0.50  945.0  0.0905 0.0014  0.00286  0.03157  0.00026  0.81  4.18
rho/rho0 at t=0.05 and 0.50: 0.7488 0.8695
t=0.20, C/kB: covariance 0.1924, difference 0.1918
t=0.20, slope: covariance 0.00649, difference 0.00646 micro-ohm cm/K
From t=0.50 to 0.05: C grows x5.31, slope x5.91, B x1.11, S(0) x10.6
S at smallest q (0.52/a), t=0.05 and 0.50: 11.958 3.548
S at zone corner, t=0.05 and 0.50: 0.365 0.488
Share of slope from q a < 0.6 at t=0.05: -0.0129
Dilute carriers, 2 kF a = 1.0: d(rho/rho0)/d(theta)
  t=0.05: -1.3717; t=0.50: -0.6852
2 kF a = 7.08, above G a: same slope at t=0.05: -0.0396; 0.50: +0.0001
  main case for comparison: t=0.05: +0.1656; 0.50: +0.0280
Neglected: phonon slope = 0.0124 micro-ohm cm/K (lambda = 0.2)
Neglected: mean free path = 4.42 nm; slope at t=0.05 changes x0.945
Neglected: spin energy 50 meV = 0.92 kB Tc; rate changes x0.871
Neglected: kB Tc / Fermi energy = 0.0114; V * states = 0.040
Box size, t=0.05: C/kB L=8 0.6303, L=12 0.4812; B L=8 0.03068, L=12 0.03513
```
